**Magic field and curvature of a rubidium-87 hyperfine transition**

The program studies the transition from F = 1, m = −1 to F = 2, m = +1, whose frequency ν has a minimum at B0 = −8ε/(3k) with second derivative (3/4)k²ν_hfs, to leading order in kB0. Here ν_hfs is the zero-field hyperfine frequency, k = (gJ − gI)μB/(hν_hfs) and ε = gI/(gJ − gI), with gI negative in the convention used. The Hamiltonian is built from spin matrix elements and diagonalized in 40-digit arithmetic, and all eight levels are asserted to agree with the Breit-Rabi formula at 3 G and 1500 G. Further assertions compare the numerically located minimum, its curvature and its depth with the derived formulas, and compare the first corrections to the field and curvature. The program also asserts that the slope increases over a set of sampled fields, that the two level slopes agree at B0, and that the zero-field slope vanishes when gI = 0. The output gives B0 = 3.2289 G, a second derivative of 862.72 Hz/G² and a minimum 4497.3 Hz below ν_hfs. A field error of 1 mG changes the frequency by 0.000431 Hz at B0, compared with −2.7852 Hz at zero field.

## Program and output

```python
"""
Magic magnetic field of the rubidium-87 ground-state transition
(F=1, m=-1) -> (F=2, m=+1).

Hamiltonian in frequency units, for I = 3/2 and J = 1/2:
    H/h = A I.J + (muB/h) B (gJ Jz + gI Iz),   A = nu_hfs/2
Result under test, with k = (gJ-gI) muB/(h nu_hfs), eps = gI/(gJ-gI):
    magic field          B0      = -(8/3) eps/k
    second derivative    nu''    = (3/4) k^2 nu_hfs
    shift at the minimum nu - nu_hfs = -(8/3) eps^2 nu_hfs
each up to relative corrections of order (k B0)^2.
Fields are in gauss and frequencies in hertz unless a label says otherwise.
The reference side is direct diagonalization in 40-digit arithmetic.
"""
from mpmath import mp, mpf
from scipy.constants import physical_constants
from scipy.optimize import brentq

mp.dps = 40

# Measured atomic data of rubidium-87, used as inputs
NU_HFS = mpf("6834682610.904")      # zero-field hyperfine splitting, Hz
G_J = mpf("2.002331")               # electronic g factor
G_I = mpf("-0.000995141")           # nuclear g factor in Bohr magnetons
MU_B = mpf(physical_constants["Bohr magneton in Hz/T"][0]) / 10000  # Hz/G

SPIN_I = mpf(3) / 2
HALF = mpf(1) / 2
STATES = [(mpf(n) / 2, s * HALF) for n in (3, 1, -1, -3) for s in (1, -1)]


def hamiltonian(field, g_nuc=G_I):
    """Full 8 x 8 matrix in the product basis |mI, mJ>, in Hz."""
    a_hfs = NU_HFS / 2
    matrix = mp.zeros(8, 8)
    for i, (m_i, m_j) in enumerate(STATES):
        matrix[i, i] = (a_hfs * m_i * m_j
                        + MU_B * field * (G_J * m_j + g_nuc * m_i))
        if m_j > 0 and m_i < SPIN_I:
            # I+ J- / 2 raises mI and lowers mJ
            f = STATES.index((m_i + 1, -HALF))
            element = a_hfs / 2 * mp.sqrt(SPIN_I * (SPIN_I + 1)
                                          - m_i * (m_i + 1))
            matrix[i, f] = element
            matrix[f, i] = element
    return matrix


def level(f_number, m_total, field, g_nuc=G_I):
    """Energy/h of the level (F, m) for m = -1, 0, 1 by diagonalization."""
    full = hamiltonian(field, g_nuc)
    idx = [i for i, s in enumerate(STATES) if s[0] + s[1] == m_total]
    block = mp.matrix(2, 2)
    for r in range(2):
        for c in range(2):
            block[r, c] = full[idx[r], idx[c]]
    values = sorted(list(mp.eigsy(block, eigvals_only=True)))
    return values[1] if f_number == 2 else values[0]


def transition(field, g_nuc=G_I, mirror=False):
    """Frequency (1,-1)->(2,+1), or (1,+1)->(2,-1) if mirror is set."""
    m_up = -1 if mirror else 1
    return level(2, m_up, field, g_nuc) - level(1, -m_up, field, g_nuc)


def derivative(function, field):
    """Central first difference; 40 digits make the small step safe."""
    step = mpf("1e-6")
    return (function(field + step) - function(field - step)) / (2 * step)


# Derived formulas
k = (G_J - G_I) * MU_B / NU_HFS
eps = G_I / (G_J - G_I)
a_lead = -8 * eps / 3
field_formula = a_lead / k
curv_formula = 3 * k**2 * NU_HFS / 4
shift_formula = -8 * eps**2 * NU_HFS / 3


def breit_rabi(sign, m_total, field):
    x = k * field
    return (-NU_HFS / 8 + G_I * MU_B * m_total * field
            + sign * NU_HFS / 2 * mp.sqrt(1 + m_total * x + x**2))


# All eight levels, weak and strong field (x < 1 in both cases)
for test_field in (mpf(3), mpf(1500)):
    exact = sorted(list(mp.eigsy(hamiltonian(test_field),
                                 eigvals_only=True)))
    formula = sorted([breit_rabi(1, m, test_field) for m in range(-2, 3)]
                     + [breit_rabi(-1, m, test_field) for m in (-1, 0, 1)])
    assert max(abs(p - q) for p, q in zip(exact, formula)) < mpf("1e-15")
assert abs(transition(mpf(0)) - NU_HFS) < mpf("1e-15")

# Magic field as the zero of the slope of the diagonalized frequency
B0 = mpf(brentq(lambda b: float(derivative(transition, mpf(b))),
                0.5, 20.0, xtol=1e-13))
d = mpf("1e-3")
curvature = (transition(B0 + d) - 2 * transition(B0)
             + transition(B0 - d)) / d**2
shift = transition(B0) - NU_HFS
x0 = k * B0

# Leading formulas, then their first corrections
field_corr = B0 / field_formula - 1
curv_corr = curvature / curv_formula - 1
assert abs(field_corr) < 1e-6
assert abs(curv_corr) < 1e-6
assert abs(shift / shift_formula - 1) < 1e-6
assert abs(field_corr / (-a_lead**2 / 8) - 1) < 1e-3
assert abs(curv_corr / (3 * x0**2 / 8) - 1) < 1e-3
assert curvature > 0

# Slope grows monotonically, so there is only one stationary field
slopes = [derivative(transition, mpf(b))
          for b in (0, 1, 3, 10, 100, 1000, 5000, 20000)]
assert all(q > p for p, q in zip(slopes, slopes[1:]))

# Zero-field slope comes from the nuclear moment alone
slope_zero = slopes[0]
assert abs(slope_zero / (2 * G_I * MU_B) - 1) < 1e-12
no_nuclear = lambda b: transition(b, g_nuc=mpf(0))
assert abs(derivative(no_nuclear, mpf(0))) < 1e-12
assert derivative(no_nuclear, B0) > 1000

# The two levels move together at the magic field
slope_low = derivative(lambda b: level(1, -1, b), B0)
slope_high = derivative(lambda b: level(2, 1, b), B0)
assert abs(slope_high - slope_low) < 1e-6
assert slope_low > 1e5

# Mirror transition: slope positive from zero field upward
mirror = lambda b: transition(b, mirror=True)
slope_mirror = derivative(mirror, B0)
assert derivative(mirror, mpf(0)) > 0
assert abs(slope_mirror / (-4 * G_I * MU_B) - 1) < 1e-9

# Effect of a field error of 1 mG
err_magic = transition(B0 + d) - transition(B0)
err_zero = transition(d) - transition(mpf(0))
assert abs(err_magic / (curv_formula * d**2 / 2) - 1) < 1e-5


def show(label, value, fmt, unit=""):
    print(f"{label}: {float(value):{fmt}} {unit}".rstrip())


print("Inputs")
show("hyperfine splitting nu_hfs", NU_HFS / 10**6, ".6f", "MHz")
show("gJ", G_J, ".6f")
show("gI", G_I, ".9f")
show("muB/h", MU_B / 10**6, ".6f", "MHz/G")
print("Derived parameters")
show("k", k, ".6e", "1/G")
show("eps", eps, ".6e")
show("leading x0 = -8 eps/3", a_lead, ".6e")
print("Magic field and curvature")
show("B0 from formula", field_formula, ".4f", "G")
show("B0 from diagonalization", B0, ".4f", "G")
show("B0 converted", B0 / 10, ".5f", "mT")
show("relative correction to B0 formula", field_corr, ".2e")
show("second derivative from formula", curv_formula, ".2f", "Hz/G^2")
show("second derivative from diagonalization", curvature, ".2f", "Hz/G^2")
show("second derivative converted", curvature * 100, ".0f", "Hz/mT^2")
show("coefficient of (B-B0)^2", curvature / 2, ".2f", "Hz/G^2")
show("relative correction to curvature formula", curv_corr, ".2e")
print("Frequency at the minimum")
show("shift from formula", shift_formula, ".1f", "Hz")
show("shift from diagonalization", shift, ".1f", "Hz")
show("transition frequency at B0", transition(B0) / 10**6, ".6f", "MHz")
print("Slopes")
show("transition slope at B=0", slope_zero, ".1f", "Hz/G")
show("slope of level (1,-1) at B0", slope_low / 10**6, ".6f", "MHz/G")
show("slope of level (2,+1) at B0", slope_high / 10**6, ".6f", "MHz/G")
show("slope of mirror transition at B0", slope_mirror, ".1f", "Hz/G")
print("Change of frequency for a field error of +1 mG")
show("starting from B0", err_magic, ".6f", "Hz")
show("starting from B=0", err_zero, ".4f", "Hz")
print("Table of nu(B) - nu_hfs")
for b in (0, 1, 2, 3, 4, 5, 6):
    show(f"B = {b} G", transition(mpf(b)) - NU_HFS, ".1f", "Hz")
print("verified")
```

It prints:

```
Inputs
hyperfine splitting nu_hfs: 6834.682611 MHz
gJ: 2.002331
gI: -0.000995141
muB/h: 1.399624 MHz/G
Derived parameters
k: 4.102465e-04 1/G
eps: -4.967444e-04
leading x0 = -8 eps/3: 1.324652e-03
Magic field and curvature
B0 from formula: 3.2289 G
B0 from diagonalization: 3.2289 G
B0 converted: 0.32289 mT
relative correction to B0 formula: -2.19e-07
second derivative from formula: 862.72 Hz/G^2
second derivative from diagonalization: 862.72 Hz/G^2
second derivative converted: 86272 Hz/mT^2
coefficient of (B-B0)^2: 431.36 Hz/G^2
relative correction to curvature formula: 6.58e-07
Frequency at the minimum
shift from formula: -4497.3 Hz
shift from diagonalization: -4497.3 Hz
transition frequency at B0: 6834.678114 MHz
Slopes
transition slope at B=0: -2785.6 Hz/G
slope of level (1,-1) at B0: 0.700975 MHz/G
slope of level (2,+1) at B0: 0.700975 MHz/G
slope of mirror transition at B0: 5571.3 Hz/G
Change of frequency for a field error of +1 mG
starting from B0: 0.000431 Hz
starting from B=0: -2.7852 Hz
Table of nu(B) - nu_hfs
B = 0 G: -0.0 Hz
B = 1 G: -2354.3 Hz
B = 2 G: -3845.9 Hz
B = 3 G: -4474.7 Hz
B = 4 G: -4240.8 Hz
B = 5 G: -3144.2 Hz
B = 6 G: -1184.9 Hz
verified
```
